# Tunnelling in hydrogen hops: parabolic and Eckart barriers compared

## Problem

An interstitial hydrogen atom of mass $m$ hops between sites of a crystal. Along the hop coordinate $x$ the potential has a maximum of height $V_0$ above the bottom of the initial well, with curvature $V''(0)=-m\omega^2$. In a supercell calculation, $\omega$ is the magnitude of the imaginary frequency at the saddle point. Let $\beta=1/k_BT$ and $u=\hbar\omega/k_BT$.

Treat the hop as one-dimensional passage with thermal equilibrium on the incoming side, no friction, and a path that does not change during the hop.

1. Express the ratio $\kappa$ of the quantum to the classical thermal flux through the transmission probability $\mathcal T(E)$.
2. Find $\mathcal T(E)$ for an unbounded parabolic barrier.
3. Find $\kappa$ for this barrier, its first quantum correction, and the temperature at which it ceases to exist.
4. Find the exact transmission of the Eckart barrier $V(x)=V_0\,\mathrm{sech}^2(x/a)$.
5. Find the first quantum correction for the Eckart barrier, and the behaviour of $\kappa$ at and below the temperature found in part 3.
6. Evaluate the results for $V_0=0.40$ eV and $a=0.060$ nm, round values in the rough regime of hydrogen in nickel. Judge what the model leaves out.

## Solution

### 1. The thermal flux ratio

In one dimension the density of incoming states per unit length and energy is $1/(2\pi\hbar v)$, where $v$ is the speed. Multiplying by $v$ gives a flux $dE/(2\pi\hbar)$ per energy interval, whatever the speed. The thermal flux across the barrier is therefore proportional to $\int \mathcal T(E)e^{-\beta E}dE$.

Classically $\mathcal T$ is a step at $V_0$, and the integral is $k_BT\,e^{-\beta V_0}$. With the same normalization of the initial state in both cases,

$$\kappa=\beta\int \mathcal T(E)\,e^{-\beta(E-V_0)}\,dE .$$

This ratio contains the quantum effects of motion across the barrier. Those of the vibrations in the well and across the path are separate, and part 6 estimates them.

### 2. Transmission of the parabola

Use $X=x\sqrt{m\omega/\hbar}$ and $\Pi=p/\sqrt{m\hbar\omega}$, so that $[X,\Pi]=i$ and

$$H-V_0=\tfrac12\hbar\omega(\Pi^2-X^2).$$

Define $A=(\Pi+X)/\sqrt2$ and $B=(\Pi-X)/\sqrt2$. Then $[A,B]=\tfrac12(-[\Pi,X]+[X,\Pi])=i$. In the sum $AB+BA$ the cross terms cancel, which leaves

$$H-V_0=\tfrac12\hbar\omega(AB+BA).$$

The equations of motion are $\dot A=\omega A$ and $\dot B=-\omega B$. At late times $A$ dominates: $A>0$ is a particle leaving to the right, $A<0$ one leaving to the left. At early times $B$ dominates, and $B>0$ means $X<0$ and $\Pi>0$, a particle arriving from the left.

Let $\varepsilon=(E-V_0)/\hbar\omega$. In the $B$ representation $A=i\,d/dB$, and the eigenvalue equation is

$$i\left(B\frac{df}{dB}+\frac f2\right)=\varepsilon f .$$

For arrival from the left, $f=B^{-i\varepsilon-1/2}$ for $B>0$ and $f=0$ for $B<0$. In the $A$ representation this state is

$$\phi(A)=\frac1{\sqrt{2\pi}}\int_0^\infty B^{-i\varepsilon-1/2}e^{iAB}\,dB .$$

For $A>0$ turn the integration path to $B=iy/A$, and for $A<0$ to $B=-iy/|A|$, with $y>0$. The exponential becomes $e^{-y}$ and the arcs at infinity do not contribute. Both cases give the integral $\Gamma(\tfrac12-i\varepsilon)$, with the prefactor

$$(\pm i)^{1/2-i\varepsilon}=e^{\pm i\pi/4}\,e^{\pm\pi\varepsilon/2}.$$

Hence $|\phi|^2\propto e^{\pm\pi\varepsilon}/|A|$. The outgoing flux is $|\phi|^2|\dot A|$, so transmitted and reflected fluxes are in the ratio $e^{2\pi\varepsilon}$. Since they add up to the incoming flux,

$$\mathcal T(E)=\frac1{1+e^{-2\pi\varepsilon}}=\frac{1}{1+e^{2\pi(V_0-E)/\hbar\omega}} .$$

At the top half of the flux passes. The classical step is smeared over an energy of order $\hbar\omega/2\pi$.

### 3. Wigner factor and crossover temperature

For the unbounded parabola the energy runs from $-\infty$ to $\infty$. With $dE=\hbar\omega\,d\varepsilon$ and then $y=e^{-2\pi\varepsilon}$,

$$\kappa=u\int_{-\infty}^{\infty}\frac{e^{-u\varepsilon}}{1+e^{-2\pi\varepsilon}}d\varepsilon
=\frac{u}{2\pi}\int_0^\infty\frac{y^{\lambda-1}}{1+y}dy,\qquad \lambda=\frac u{2\pi}.$$

Call the last integral $I$. A contour around the positive real axis encloses the pole at $y=e^{i\pi}$, so $(1-e^{2\pi i\lambda})I=-2\pi i\,e^{i\pi\lambda}$. Therefore $I=\pi/\sin\pi\lambda$ for $0<\lambda<1$, and

$$\kappa=\frac{u/2}{\sin(u/2)},\qquad 0<u<2\pi .$$

From $\sin z=z(1-z^2/6+z^4/120-\dots)$ one obtains $z/\sin z=1+z^2/6+7z^4/360+\dots$. With $z=u/2$,

$$\kappa=1+\frac1{24}\left(\frac{\hbar\omega}{k_BT}\right)^2+\frac{7}{5760}\left(\frac{\hbar\omega}{k_BT}\right)^4+\dots$$

The first two terms are the Wigner factor. The third is smaller than the second by the ratio $7u^2/240$, so the Wigner factor needs $u$ well below $2\pi$.

Far below the top the integrand behaves as $e^{(2\pi-u)\varepsilon}$. The integral converges at $\varepsilon\to-\infty$ if $u<2\pi$, that is, above

$$T_c=\frac{\hbar\omega}{2\pi k_B}.$$

At $T_c$ the Boltzmann weight grows with depth as fast as the transmission falls. An unbounded parabola offers unlimited depth; a real barrier does not. If the energy integral is cut off at $E=0$, with the transmission of the unbounded parabola kept, then at $u=2\pi$

$$\kappa=2\pi\int_{-V_0/\hbar\omega}^{\infty}\frac{d\varepsilon}{e^{2\pi\varepsilon}+1}
=\ln\left(1+e^{2\pi V_0/\hbar\omega}\right)\approx\frac{V_0}{k_BT_c},$$

which is finite. The divergence belongs to the unbounded parabola. For the Eckart barrier $T_c$ marks a change of regime, which part 5 identifies.

### 4. Exact Eckart transmission

Near its top $V\approx V_0(1-x^2/a^2)$, so $\omega^2=2V_0/(ma^2)$. Define

$$D=\frac{V_0}{\hbar\omega},\qquad q=\frac{a\sqrt{2mE}}{\hbar}=\frac{2\sqrt{EV_0}}{\hbar\omega},\qquad \frac{2mV_0a^2}{\hbar^2}=4D^2 .$$

With $\xi=\tanh(x/a)$ the Schrödinger equation becomes

$$\frac{d}{d\xi}\left[(1-\xi^2)\frac{d\psi}{d\xi}\right]+\left[\frac{q^2}{1-\xi^2}-4D^2\right]\psi=0 .$$

Write $\psi=(1-\xi^2)^{-iq/2}F$ and $z=(1-\xi)/2$. The terms in $1/(1-\xi^2)$ combine to a constant, and

$$z(1-z)F''+(1-iq)(1-2z)F'-\left[4D^2-iq(1-iq)\right]F=0 .$$

This is the hypergeometric equation. The solution regular at $z=0$ is

$$F={}_2F_1(-iq-s,\,-iq+s+1;\,1-iq;\,z),\qquad s(s+1)=-4D^2 .$$

For $x\to\infty$, $z\to e^{-2x/a}$ and $F\to1$, so $\psi\propto e^{iqx/a}$, a purely transmitted wave. For $x\to-\infty$, $1-z\to e^{2x/a}$. The standard connection formula from $z=0$ to $z=1$ gives

$$F\to\frac{\Gamma(1-iq)\Gamma(iq)}{\Gamma(1+s)\Gamma(-s)}+(1-z)^{iq}\,\frac{\Gamma(1-iq)\Gamma(-iq)}{\Gamma(-iq-s)\Gamma(-iq+s+1)} .$$

The prefactor of $F$ is proportional to $e^{-iqx/a}$ there. The first term is thus the reflected wave and the second the incident one. The reflected amplitude relative to the transmitted one is, up to a phase, the first coefficient. With $\Gamma(z)\Gamma(1-z)=\pi/\sin\pi z$,

$$\frac{\mathcal R}{\mathcal T}=\left|\frac{\sin\pi s}{\sin i\pi q}\right|^2 .$$

For $4D>1$, $s=-\tfrac12+i\eta$ with $\eta=\tfrac12\sqrt{16D^2-1}$, so $|\sin\pi s|=\cosh\pi\eta$. Since $\mathcal R+\mathcal T=1$,

$$\mathcal T(E)=\frac{\sinh^2\pi q}{\sinh^2\pi q+\cosh^2\pi\eta}.$$

### 5. Thermal factor of the Eckart barrier

**A common form.** For a barrier several $\hbar\omega$ high, and energies not close to zero, both hyperbolic functions are large and $\mathcal T\approx1/(1+e^{2\pi(\eta-q)})$. Introduce the energy variable $\sigma$ by $\sqrt{EV_0}=V_0+\sigma$, which gives

$$E-V_0=2\sigma+\frac{\sigma^2}{V_0}.$$

Then $2\pi q=4\pi(V_0+\sigma)/\hbar\omega$, while $2\pi\eta=\pi\sqrt{16D^2-1}\approx4\pi D-\pi/(8D)$. Hence

$$\mathcal T\approx\frac1{1+e^{-(\sigma-\sigma_0)/w}},\qquad w=\frac{\hbar\omega}{4\pi},\qquad \sigma_0=-\frac{(\hbar\omega)^2}{32V_0}.$$

Because $\mathcal T(0)=0$, integration by parts turns $\kappa$ into an average over the density $\rho=d\mathcal T/d\sigma$:

$$\kappa=\int\rho(\sigma)\,e^{-\beta(2\sigma+\sigma^2/V_0)}\,d\sigma .$$

**High temperature.** The density $\rho$ has mean $\sigma_0$. For its variance, the integral of part 3 gives $\langle e^{-\lambda(\sigma-\sigma_0)/w}\rangle=\pi\lambda/\sin\pi\lambda=1+\pi^2\lambda^2/6+\dots$. The variance is therefore $\pi^2w^2/3=(\hbar\omega)^2/48$. To order $\hbar^2$,

$$\kappa=1-2\beta\sigma_0-\frac{\beta\langle\sigma^2\rangle}{V_0}+2\beta^2\langle\sigma^2\rangle
=1+\frac{\beta(\hbar\omega)^2}{V_0}\left(\frac1{16}-\frac1{48}\right)+\frac{\beta^2(\hbar\omega)^2}{24},$$

$$\kappa=1+\frac{u^2}{24}\left(1+\frac{k_BT}{V_0}\right).$$

The Wigner term is the part that depends on the curvature alone. The additional term comes from the departure of the Eckart barrier from a parabola, and it is small if $k_BT\ll V_0$.

**At the crossover.** At $T_c$, $2\beta=1/w$. Let $\zeta=(\sigma-\sigma_0)/w$ and $\delta=-\sigma_0/w=\pi\hbar\omega/(8V_0)$. The linear exponent cancels the tail of $\rho$:

$$\kappa=\frac{e^\delta}{w}\int\frac{e^{-\beta\sigma^2/V_0}}{(1+e^\zeta)^2}\,d\sigma .$$

The fraction is a smoothed step that selects $\zeta<0$. Since $(1+e^\zeta)^{-2}=(1+e^\zeta)^{-1}-e^\zeta(1+e^\zeta)^{-2}$, its integral over $\zeta$ is smaller by 1 than that of a sharp step. For a high barrier $\delta\to0$, and half a Gaussian remains:

$$\kappa(T_c)\approx\frac1{2w}\sqrt{\frac{\pi V_0}{\beta}}-1=\sqrt{\frac{\pi V_0}{k_BT_c}}-1 .$$

**Below the crossover.** The tail $\rho\approx w^{-1}e^{\delta+\sigma/w}$ now matters, with $1/w=2/k_BT_c$. The exponent is

$$\delta+2\sigma\left(\frac1{k_BT_c}-\frac1{k_BT}\right)-\frac{\sigma^2}{V_0k_BT},$$

with its maximum at $\sigma^*=-V_0(1-T/T_c)$. Completing the square and integrating,

$$\kappa\approx2\sqrt{\frac{\pi V_0T}{k_BT_c^2}}\;\exp\left[\frac{V_0}{k_BT}\left(1-\frac T{T_c}\right)^2+\frac{\pi\hbar\omega}{8V_0}\right].$$

This requires $\sigma^*$ to lie several Gaussian widths $\sqrt{V_0k_BT/2}$ from both $\sigma=0$ and $\sigma=-V_0$. The energy that carries most flux follows from $\sqrt{E^*V_0}=V_0+\sigma^*$:

$$E^*=V_0\left(\frac T{T_c}\right)^2 .$$

For a high barrier of this form, then, the dominant energy leaves the region of the top at $T_c$ and sinks as the temperature falls. At finite height the change is gradual: for the barrier of part 6 the flux already peaks at $0.89V_0$ at $T_c$.

### 6. Numbers for hydrogen

**Scales.** From $\hbar\omega=(\hbar/a)\sqrt{2V_0/m}$ the barrier quantum is 96.0 meV, so $V_0/\hbar\omega=4.17$. The crossover lies at

$$T_c=\frac{96.0\ \text{meV}}{2\pi\times0.0862\ \text{meV/K}}=177\ \text{K}.$$

At 300 K, $k_BT=25.85$ meV and $u=96.01/25.85=3.71$. The Wigner factor is $1+3.714^2/24=1.57$.

| $T$ (K) | Wigner | parabola | Eckart |
|---|---|---|---|
| 1000 | 1.052 | 1.054 | 1.064 |
| 600 | 1.144 | 1.160 | 1.175 |
| 400 | 1.32 | 1.42 | 1.43 |
| 300 | 1.57 | 1.94 | 1.90 |
| 200 | 2.29 | 7.98 | 4.95 |
| 150 | 3.30 | diverges | 32.3 |
| 120 | 4.59 | diverges | 928 |

**Reading the table.** At 1000 K, $k_BT/V_0=0.215$, and the order-$\hbar^2$ Eckart result is $1+0.052\times1.215=1.063$. The shape term thus accounts for most of the gap between 1.052 and 1.064.

Between 400 and 300 K the parabola overtakes the Eckart barrier. Two effects compete. The shift $\sigma_0$ makes the Eckart barrier slightly more transparent at its top, where $\mathcal T=0.524$ instead of 0.500. Deeper down, its exponent $4\pi(V_0-\sqrt{EV_0})/\hbar\omega$ exceeds the parabolic $2\pi(V_0-E)/\hbar\omega$ by $2\pi(\sqrt{V_0}-\sqrt E)^2/\hbar\omega$, because its flanks are wider. At $E=0.8V_0$ the transmissions are 0.00435 and 0.00530. Direct integration of the Schrödinger equation for the Eckart barrier also gives 0.00435. Cooling moves the weight to these lower energies.

The Wigner factor is 5% below the Eckart value at 460 K, or $2.6\,T_c$. At $T_c$ it is 2.64, against 8.80 for Eckart. The high-barrier estimate there is $\sqrt{26.18\,\pi}-1=8.07$. Restoring the factor $e^\delta=1.10$ dropped from it gives 8.9, slightly above the quadrature value. Restoring also the shift of the step by $\delta=0.094$ gives $1.099\times(9.069-1-0.094)=8.76$. The parabolic transmission integrated only down to $E=0$ gives 26.2, far too much, again because the flanks of the parabola are too thin. At 120 K the Gaussian formula gives 933, against 928 by quadrature.

At 300 K the Eckart factor acts like a barrier lowered by $k_BT\ln\kappa=16.6$ meV. For deuterium in the same potential $\hbar\omega=67.9$ meV and $T_c=125$ K. Its factor at 300 K is 1.37, so tunnelling alone favours hydrogen by $1.90/1.37=1.39$.

**The real case.** A barrier near 0.4 eV is a rough typical value for hydrogen in nickel; the width is a model choice. Two omissions can be estimated, the second only in part.

The first is the quantization of the other vibrations. For a mode of frequency $\Omega$ the classical partition function is $k_BT/\hbar\Omega$ and the quantum one is $1/(2\sinh h)$, with $h=\hbar\Omega/2k_BT$. Their ratio is $\sinh h/h$. Quantizing three well modes and two transverse saddle modes multiplies the classical rate by

$$\left(\frac{\sinh h_w}{h_w}\right)^3\left(\frac{\sinh h_s}{h_s}\right)^{-2}.$$

With rough quanta of 0.10 eV in the well and 0.15 eV at the saddle, this is 0.55 at 300 K. Multiplied by the Eckart factor 1.90 it gives 1.04, so tunnelling and zero-point effects nearly cancel for these inputs. This product keeps the barrier along $x$ fixed. The transverse zero-point energy, 0.05 eV higher at the saddle, also sharpens the effective barrier. If it follows the same $\mathrm{sech}^2$ profile, the Eckart factor becomes 2.07 and the product 1.14. The cancellation is not robust: with the well quantum fixed, saddle quanta of 0.12 and 0.18 eV give 1.14 and 0.25 instead of 0.55. The transverse frequencies must therefore be known before a tunnelling factor is worth applying.

The second is the shape of the path. In an fcc metal the hop from an octahedral site leads first to a tetrahedral site, taken here as roughly 0.25 eV higher. Below that energy the first hop has no final state, whereas the symmetric barrier still transmits. These energies carry 0.3% of the Eckart factor at 300 K, 4% at 200 K, 33% at 150 K and 81% at 120 K. The dominant energy $E^*$ reaches the site at 140 K. These shares count only the closed energies. The asymmetry also changes the transmission at the energies that remain open, so the full error is larger. An asymmetric Eckart barrier with the same height, the same curvature at the top and a step of 0.25 eV gives factors lower by about 3% at 300 K, 20% at 200 K, 60% at 150 K and 93% at 120 K. The large factors at 150 and 120 K therefore describe the symmetric model, not a hop in nickel; an asymmetric barrier is needed there, and is advisable already at 200 K.

Friction and the relaxation of the lattice during the hop are also left out, and their size is not estimated here. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
barrier height V0 = 0.40 eV, width a = 0.060 nm
H mass = 1.0078 u, D mass = 2.0141 u
H: hbar*omega = 96.01 meV, omega = 1.459e+14 rad/s
H: crossover Tc = 177.3 K;  V0/(hbar*omega) = 4.166
D: hbar*omega = 67.91 meV, crossover Tc = 125.4 K
Transmission: E/V0, wave equation, Eckart formula, parabola
  0.8  0.00435  0.00435  0.00530
  1.0  0.52357  0.52357  0.50000
  1.1  0.93400  0.93400  0.93200
parabola: (kappa-1)/u^2 at u=0.1: 0.041679; 1/24 = 0.041667
Eckart test, kT/V0=0.2: (kappa-1)/(u^2/24) = 1.2014
H factors: T (K), u, Wigner, parabola, Eckart
   1000  1.114  1.052  1.054  1.064
    600  1.857  1.144  1.160  1.175
    400  2.785  1.323  1.415  1.428
    300  3.714  1.575  1.935  1.899
    250  4.456  1.827  2.815  2.587
    200  5.571  2.293  7.984  4.947
    150  7.427  3.299  diverges  32.343
    120  9.284  4.591  diverges  928.453
Wigner is 5% below Eckart at T = 460 K = 2.60 Tc
at Tc: V0/kTc = 26.18, Wigner = 2.645
at Tc: parabola cut at E=0: 26.18
at Tc: Eckart = 8.80, sqrt(pi*V0/kTc)-1 = 8.07
120 K: Gaussian estimate of kappa = 933.16
120 K: dominant energy V0*(T/Tc)^2 = 0.183 eV
300 K: kT = 25.85 meV, kT*ln(kappa_H) = 16.6 meV
300 K: kappa_D = 1.368, kappa_H/kappa_D = 1.388
neglected vibrations: well quantum 0.10 eV (3 modes)
  saddle quantum (eV, 2 modes), rate factor at 300 K, at 600 K
  0.12  1.137  1.024
  0.15  0.549  0.815
  0.18  0.247  0.625
share of Eckart kappa from E below 0.25 eV:
  300 K: 0.27 %
  200 K: 4.42 %
  150 K: 32.72 %
  120 K: 80.51 %
dominant energy reaches that site at T = 140 K
```
